\section*{Series Sinh-Law Selectors at Fixed Voltage: Less Leakage, Worse Selectivity}

\section{What symmetry and dimensions already decide}

A crossbar selector should pass a large current at the full bias $V$ and a small one at $V/2$, the voltage on the half-selected cells. Take the steady-state law
\begin{equation}
I_1(V)=I_0\sinh\frac{V}{V_0},\qquad I_0>0,\quad V_0>0. \label{law}
\end{equation}
The subscript 1 means one selector. The law has one current scale and one voltage scale. A ratio of two currents cannot depend on $I_0$, so the selectivity
\begin{equation}
R_1=\frac{I_1(V)}{I_1(V/2)}=g\!\left(\frac{V}{V_0}\right)
\end{equation}
is a function of $V/V_0$ alone.

Now put two identical selectors in series, joined by an ohmic middle electrode, and hold the total voltage across the pair at $V$. Let the first take the voltage $v$ and the second $V-v$. Exchanging identical devices turns a solution $v$ into a solution $V-v$. Moreover, $I_1(v)$ rises with $v$ while $I_1(V-v)$ falls, so the two currents are equal at one value of $v$. That single solution must be its own mirror image, which gives $v=V/2$ and
\begin{equation}
I_2(V)=I_1(V/2)=I_0\sinh\frac{V}{2V_0}. \label{stack}
\end{equation}
The pair obeys the old law with $V_0$ replaced by $2V_0$ and $I_0$ unchanged. Its selectivity is therefore $R_2=g(V/2V_0)$: the same function, read at half the argument. If $g$ is a rising function, stacking at fixed total voltage must worsen the ratio.

Here $V$ is the voltage across the selector part of the cell. The drop in the memory element and the wires is neglected until Section~\ref{limits}.

\section{How much each current falls}

Leakage means the current at half bias. By Eq.~\eqref{stack} it changes from $I_1(V/2)$ to $I_2(V/2)=I_1(V/4)$. The identity $\sinh 2x=2\sinh x\cosh x$, with $x=V/4V_0$, gives the reduction factor
\begin{equation}
\frac{I_1(V/2)}{I_2(V/2)}=\frac{\sinh(V/2V_0)}{\sinh(V/4V_0)}
=2\cosh\frac{V}{4V_0}. \label{leakcut}
\end{equation}
The full-bias current changes from $I_1(V)$ to $I_1(V/2)$. The same identity with $x=V/2V_0$ gives
\begin{equation}
\frac{I_1(V)}{I_2(V)}=\frac{\sinh(V/V_0)}{\sinh(V/2V_0)}
=2\cosh\frac{V}{2V_0}. \label{oncut}
\end{equation}
Both factors exceed 2, so both currents fall. Since $\cosh$ rises for positive argument, the useful current falls by the larger factor.

The selectivities are built from the same current ratios:
\begin{align}
R_1&=\frac{I_1(V)}{I_1(V/2)}=2\cosh\frac{V}{2V_0},\\
R_2&=\frac{I_2(V)}{I_2(V/2)}=\frac{I_1(V/2)}{I_1(V/4)}=2\cosh\frac{V}{4V_0}.
\end{align}
With $\cosh 2x=2\cosh^2x-1$ and $x=V/4V_0$,
\begin{equation}
R_1=2(2\cosh^2x-1)=(2\cosh x)^2-2=R_2^2-2. \label{square}
\end{equation}
Subtracting $R_2$ and factoring,
\begin{equation}
R_1-R_2=R_2^2-R_2-2=(R_2-2)(R_2+1)>0\qquad(V>0),
\end{equation}
because $R_2>2$ at any nonzero voltage.

Two limits show the size of the loss. For $V\ll V_0$, $2\cosh x\approx2+x^2$ gives $R_1\approx2+V^2/4V_0^2$ and $R_2\approx2+V^2/16V_0^2$. Both devices are then nearly ohmic, and there is little selectivity to lose. For $V\gg4V_0$, $2\cosh x\approx e^x$ gives $R_1\approx e^{V/2V_0}$ and $R_2\approx e^{V/4V_0}\approx\sqrt{R_1}$. For the sinh law, in the range where a selector is useful, stacking takes the square root of its selectivity.

\section{Why lower leakage is not the cause}

The steepness that matters when a voltage is halved is the local exponent
\begin{equation}
m(V)=\frac{d\ln I_1}{d\ln V}=\frac{V}{I_1}\frac{dI_1}{dV}=y\coth y,
\qquad y=\frac{V}{V_0}.
\end{equation}
It is the power $n$ for which $I\propto V^n$ fits the curve near $V$. Its derivative is
\begin{equation}
\frac{dm}{dy}=\coth y-\frac{y}{\sinh^2y}
=\frac{\sinh y\cosh y-y}{\sinh^2y}
=\frac{\sinh2y-2y}{2\sinh^2y}>0,
\end{equation}
since $\sinh2y>2y$ for $y>0$. The curve becomes steeper, on logarithmic axes, as the voltage grows.

Integrating the definition of $m$ over the relevant factor of two in voltage gives
\begin{equation}
\ln R_1=\int_{V/2}^{V}m(u)\,\frac{du}{u},\qquad
\ln R_2=\int_{V/4}^{V/2}m(u)\,\frac{du}{u}. \label{octaves}
\end{equation}
Both intervals have the logarithmic width $\ln2$. The single selector works on the upper interval, and each member of the pair works on the lower one, where $m$ is smaller. This is the reason for the worse ratio.

A power law $I\propto V^n$ separates the two effects. There $m=n$ everywhere, so halving the device voltage divides both currents by $2^n$ and leaves the ratio at $2^n$. For $n=5$, leakage falls 32 times while the ratio stays at 32. Lower leakage by itself costs no selectivity; the cost comes from an exponent that rises with voltage. The size and even the sign of the change therefore depend on the law. A Poole--Frenkel law $I\propto Ve^{\beta\sqrt V}$ has $m=1+\beta\sqrt V/2$, which rises more slowly: a single ratio of 403 becomes 85 for the pair. A Fowler--Nordheim law $I\propto V^2e^{-b/V}$ has $m=2+b/V$, which falls with voltage: $R_1=4e^{b/V}$ and $R_2=4e^{2b/V}$, so a single ratio of 403 rises to about $4\times10^4$. For any law the full-bias current still falls by the factor $R_1$.

\section{A hopping picture of the two scales}

An idealized model of hopping over identical barriers gives Eq.~\eqref{law} and shows what could set $V_0$. Let carriers hop a distance $a$ over a barrier $E_a$ with a sharp top midway, which the field does not shift. In a film of thickness $d$ the field is $F=V/d$. At the top a carrier has moved $a/2$ along the force, so the forward barrier is $E_a-qFa/2$ and the backward one $E_a+qFa/2$. Take the attempt frequency $\nu$ as independent of the field, and leave out tunnelling through the barrier. The net hop rate is then
\begin{align}
\Gamma&=\nu e^{-(E_a-qFa/2)/kT}-\nu e^{-(E_a+qFa/2)/kT}\nonumber\\
&=2\nu e^{-E_a/kT}\sinh\frac{qVa}{2kTd}.
\end{align}
For one mobile carrier per volume $a^3$, always with a free site to hop to, each layer of thickness $a$ and area $A$ holds the charge $qA/a^2$. Multiplying by $\Gamma$ gives Eq.~\eqref{law} with
\begin{equation}
V_0=\frac{2kTd}{qa},\qquad I_0=\frac{2q\nu A}{a^2}e^{-E_a/kT}. \label{scales}
\end{equation}
The barrier must survive the field: $E_a>qVa/2d$. A rounded barrier also changes shape, since its top and its well move towards each other, and it is lowered by less than $qFa/2$. Its current therefore rises less steeply than the sinh law once $qFa/2$ is a sizable part of $E_a$. With the parameters of the example below, a cosine barrier gives 0.15 of the sinh current at full bias and 0.62 at half bias, and selectivities of 94 and 14 in place of 403 and 20. A fixed $\nu$ is also a low-field assumption: overdamped diffusion over the sharp barrier gives 99 and 16. The order of the two ratios survives, but the model explains the law only at lower fields, and the film of the example is only about four hops thick. In this model $V_0$ grows with thickness and $I_0$ does not, so two stacked films act like one film of double thickness.

Leaving out tunnelling is a strong assumption. The example below has $a=2.59$ nm and $E_a=0.4$ eV. For an electron of relative mass 0.3 at zero field, the tunnelling exponent of a triangular barrier is $(4a/3\hbar)\sqrt{2mE_a}=6.1$, while climbing costs $E_a/kT=15.5$. Such an electron would tunnel rather than climb. The example therefore takes the sinh law as given, and what the hopping model adds to it holds only for carriers whose tunnelling between sites is negligible.

\section{How large: a 10 nm oxide film}

The example uses round parameters in the rough regime of a thin amorphous tantalum-oxide selector: $d=10$ nm, a square cell of edge 40 nm, $V_0=0.2$ V, $I_0=0.1$ nA, $V=2.4$ V and $T=300$ K. Then $V/V_0=12$, and
\begin{align}
I_1(V)&=0.1\ \text{nA}\times\sinh12=8.14\ \mu\text{A},\\
I_1(V/2)&=0.1\ \text{nA}\times\sinh6=20.17\ \text{nA},\\
I_2(V)&=0.1\ \text{nA}\times\sinh6=20.17\ \text{nA},\\
I_2(V/2)&=0.1\ \text{nA}\times\sinh3=1.002\ \text{nA}.
\end{align}
Leakage falls 20.14 times, but the full-bias current falls 403.4 times. The fully biased pair carries just what a single selector leaks at half bias. The selectivity drops from 403.4 to 20.14, in accord with $20.14^2-2\approx403.4$ within rounding. Solving for the middle-node voltage numerically, without assuming an equal split, gives the same stack currents.

The local exponents are 12.00 at $V$, 6.00 at $V/2$ and 3.01 at $V/4$. The integrals in Eq.~\eqref{octaves} are 6.000 for the single device and 3.002 for the pair; their exponentials are the two selectivities.

For a crossbar, put $V$ on the selected row, zero on the selected column and $V/2$ on all other lines. An $N\times N$ array then has $N-1$ half-selected cells on the row and $N-1$ on the column; the rest see no voltage. If their summed leakage may not exceed the selected current,
\begin{equation}
2(N-1)I(V/2)\le I(V)\quad\Longrightarrow\quad N\le1+\frac{R}{2}.
\end{equation}
The largest array edge is 202 cells for the single selector and 11 for the pair. These limits hold for this criterion, identical cells and ideal wires. The total leakage of an array of given size does fall with stacking, but the selected current it is compared with falls faster.

\section{What to do about it}

\subsection{Raise the voltage with the stack}

Equation~\eqref{stack} gives $I_2(2V)=I_1(V)$ and $I_2(V)=I_1(V/2)$. At 4.8 V the pair again carries 8.14 $\mu$A with a ratio of 403.4. Its half-bias leakage is then again 20.17 nA, so the leakage benefit has gone. Each film sees the same field as the single film did, and the total power at full bias has doubled.

Intermediate voltages follow one trade-off curve. For either arrangement let $x$ be half the voltage per selector divided by $V_0$. Then $R=2\cosh x$, and the full-bias current is
\begin{align}
I_{\rm on}&=I_0\sinh2x=2I_0\cosh x\sinh x\nonumber\\
&=I_0R\sqrt{\frac{R^2}{4}-1}=\frac{I_0R}{2}\sqrt{R^2-4}. \label{tradeoff}
\end{align}
The number of selectors has dropped out. At fixed $I_0$, a given selectivity comes with the same full-bias current for one selector or two; the pair needs twice the voltage to reach it. For $R=100$, Eq.~\eqref{tradeoff} gives about 500 nA and hence a leakage of 5 nA. The required total voltage is $2V_0\,\mathrm{arcosh}(50)=1.84$ V for one selector and 3.68 V for two.

\subsection{Lower the prefactor instead}

If the total voltage cannot rise and leakage must fall, reduce $I_0$ at fixed $V_0$. Both currents then shrink by the same factor. Cutting $I_0$ by 20.14 gives the leakage of the pair, 1.002 nA, but keeps the ratio at 403.4 and leaves a full-bias current of $8140/20.14=404$ nA. That is 20 times what the pair delivers.

In the hopping model this needs a higher barrier, by $kT\ln20.14=0.02585\times3.00=0.078$ eV, with $a$, $d$, $\nu$ and $T$ held fixed. A smaller area would do the same, but the edge would have to shrink by $\sqrt{20.14}=4.5$, to about 9 nm. Either choice is useful if the memory element can work with the smaller current.

\subsection{Thin the film, within its limits}

In the hopping model, a thinner film at fixed $V$ lowers $V_0$ and raises the selectivity, the reverse of stacking. It also raises both currents and the field. The field lowers the barrier by $qVa/2d=kTV/V_0=0.310$ eV in the example, leaving 0.090 eV of the chosen $E_a=0.4$ eV. With a sharp top fixed midway the lowering varies as $1/d$, and the barrier would vanish at $d=10\times0.310/0.4=7.8$ nm. The hopping model fails before that point, because a barrier comparable with $kT$ no longer separates distinct hops. At 10 nm the remaining 0.090 eV is already only $3.5\,kT$.

\section{Where the result bends or fails}\label{limits}

\subsection{Series resistance}

Let a common resistance $R_s$ represent the memory element and wires, with the total voltage again fixed. Each current now solves
\begin{equation}
I=I_0\sinh\frac{V-IR_s}{sV_0},
\end{equation}
where $s=1$ for the single selector and $s=2$ for the pair. At $R_s=10$ k$\Omega$ the single selector carries 6.02 $\mu$A. The resistor takes 0.060 V, or $0.30V_0$, which lowers the current by the factor $e^{-0.30}=0.74$. The selectivity falls from 403.4 to 298.8. The pair draws so little current that its ratio only moves from 20.14 to 20.13.

A much larger resistance reverses the order. Between 10 k$\Omega$ and 1 G$\Omega$ the difference of the two ratios was sampled on a logarithmic grid, and it changed sign once, at 2.10 M$\Omega$, where both ratios are 18.4. There the single device carries only about 0.31 $\mu$A at full bias, because the resistor takes about 0.65 V, while its half-bias leakage is still about 17 nA. The pair's ratio has lost only about a tenth of its value. In this example, with the same resistance in selected and half-selected cells, stacking thus worsens selectivity only while that resistance stays below 2.10 M$\Omega$. A memory element in a high-resistance state can violate that condition. The limit shifts if the half-selected cells are in another memory state.

\subsection{Unequal selectors}

Suppose the prefactors are $I_a$ and $I_b$, with a common $V_0$. Let the first device take $uV_0$ and the second $(y-u)V_0$, where $y=V/V_0$. Current continuity and the addition theorem give
\begin{align}
I_a\sinh u&=I_b(\sinh y\cosh u-\cosh y\sinh u),\\
\tanh u&=\frac{I_b\sinh y}{I_a+I_b\cosh y}.
\end{align}
Using $\sinh u=\tanh u/\sqrt{1-\tanh^2u}$ and $\cosh^2y-\sinh^2y=1$,
\begin{equation}
I=I_a\sinh u=\frac{I_aI_b\sinh y}{\sqrt{I_a^2+I_b^2+2I_aI_b\cosh y}}.
\end{equation}
Dividing by the same expression at $y/2$ and writing $b=I_a/I_b+I_b/I_a\ge2$,
\begin{equation}
R_{\rm mis}=R_1\sqrt{\frac{b+2\cosh(y/2)}{b+2\cosh y}}<R_1.
\end{equation}
The fraction rises with $b$, because its denominator contains the larger $\cosh$. Mismatch therefore moves the ratio from $R_2$ at $b=2$ towards $R_1$: when one device is far more conductive, the other takes nearly all the voltage.

For prefactors of 0.1 and 1 nA the ratio is 20.33, hardly changed. The pair carries 63.8 nA at full bias, and the less conductive film takes 1.43 V instead of 1.20 V.

\subsection{Temperature and self-heating}

In the hopping model of Eq.~\eqref{scales}, $V_0\propto T$ and $I_0\propto e^{-E_a/kT}$ when the other quantities are fixed. At 358 K the selectivities are 152.6 and 12.43, and the leakages 93.6 and 7.53 nA. Both arrangements get worse, but their order remains.

At full bias the single selector dissipates $8.14\ \mu\text{A}\times2.4\ \text{V}=19.5\ \mu$W. Take this power $P$ as uniform in a film of thermal conductivity $\kappa$ between electrodes held at ambient temperature. The heat equation $\kappa\,\Delta T''=-P/(Ad)$ has the solution $\Delta T=Px(d-x)/(2\kappa Ad)$. The average of $x(d-x)$ over the film is $d^2/6$, hence
\begin{equation}
\overline{\Delta T}=\frac{Pd}{12\kappa A}=10.2\ \text{K}
\end{equation}
for a rough $\kappa=1$ W/(m\,K). Used as a uniform temperature rise in the hopping model, this raises the full-bias current 1.12 times. The extra heat from the larger current would add to it. So would warming of the electrodes and the thermal boundary resistance of the two interfaces, which in so small a cell can exceed the rise computed here. A boundary conductance $G$ adds $P/(2GA)$. For a rough $G=300$ MW/(m$^2$K) this is 20 K, and the current gain becomes 1.4, or about 1.65 once the extra heat is fed back. At 100 MW/(m$^2$K) it is 61 K, and the model without series resistance has no steady state near ambient temperature. The 10.2 K and the factor 1.12 are lower bounds.

\subsection{Tunnelling and breakdown}

A Fowler--Nordheim estimate, with a rough injection barrier of 1 eV and a relative tunnelling mass of 0.3, gives the current that tunnels from the electrode into the conduction band. It is about $10^{-5}$ of the single selector's current at full bias and $2\times10^{-10}$ at half bias. The formula holds for cold electrodes. At 300 K thermally excited electrons raise these shares, at half bias by about two orders of magnitude, and the image force raises them further, but they stay far below one. With these inputs this injection does not affect the comparison; the estimate depends exponentially on the barrier height and must be repeated for a lower barrier. The full-bias field is 2.4 MV/cm in the single film and 1.2 MV/cm in each stacked film, against a rough breakdown field of 4 MV/cm. Stacking at fixed voltage does buy field margin.

\subsection{The model beside real oxide selectors}

A film of about 10 nm driven at a few volts is a realistic scale for an oxide selector. The computed 8.14 $\mu$A corresponds to about 0.5 MA/cm$^2$. It is low for filamentary resistive memories that need tens of microamperes to program, and the pair's 20 nA is far lower still. Real films may be limited by their electrode interfaces rather than by uniform hopping, in which case $V_0$ need not scale with thickness; the series argument for two complete, identical selectors still holds if each obeys Eq.~\eqref{law}. For another law the equal split remains, but the ratio worsens only if the exponent $m$ is smaller on the lower voltage interval; for a selector limited by Fowler--Nordheim tunnelling the order is reversed. In the hopping model, operation at 358 K moves the single-device ratio from 403 to 153. A series resistance of 10 k$\Omega$ moves it to 299, and one of 2.10 M$\Omega$ to 18.4. Threshold-switching selectors have an abrupt, history-dependent transition and lie outside this analysis. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
full bias V = 2.4 V, scale V0 = 0.2 V
prefactor I0 = 0.1 nA, temperature = 300 K
film thickness = 10 nm, cell edge = 40 nm
hop barrier = 0.4 eV, attempt rate = 1e+13 1/s
thermal energy kT = 0.02585 eV
hop length = 2.59 nm
I0 estimated from hopping = 0.15 nA
single, full bias = 8.14 uA
single, half bias = 20.17 nA
stack, full bias = 20.17 nA
stack, half bias = 1.002 nA
full-bias current reduced by = 403.4 times
leakage reduced by = 20.14 times
selectivity single = 403.4, stack = 20.14
stack selectivity squared minus 2 = 403.4
local exponent at V = 12.00
local exponent at V/2 = 6.00
local exponent at V/4 = 3.01
octave integral single = 6.000
octave integral stack = 3.002
fifth-power law: ratio single = 32.0
fifth-power law: ratio stack = 32.0
fifth-power law: leakage cut = 32.0 times
stack at 4.8 V: current = 8.14 uA
stack at 4.8 V: ratio = 403.4
largest array edge: single = 202, stack = 11 cells
full-bias field, single = 2.4 MV/cm
full-bias field, stack = 1.2 MV/cm
rough breakdown field = 4.0 MV/cm
barrier left, single at full bias = 0.090 eV
series resistance = 10 kohm
loaded single, full bias = 6.02 uA
loaded ratio: single = 298.8, stack = 20.13
order reverses above = 2.10 Mohm
common ratio at that resistance = 18.4
at 358 K: ratio single = 152.6
at 358 K: ratio stack = 12.43
at 358 K: leakage single = 93.6 nA
at 358 K: leakage stack = 7.53 nA
film thermal conductivity = 1.0 W/(m K)
power in single at full bias = 19.5 uW
mean self-heating, cold electrodes = 10.2 K
current gain from that heating = 1.12 times
injection barrier = 1.0 eV, relative mass = 0.3
tunnel share, single full bias = 9.9e-06
tunnel share, single half bias = 1.7e-10
prefactor mismatch = 10 times
mismatched stack: ratio = 20.33
mismatched stack: full bias = 63.8 nA
mismatched stack: larger drop = 1.43 V
\end{verbatim}
